# Energy normalisation and Coulomb phase shifts by the Milne phase-amplitude method

A continuum radial orbital normalised per unit energy obeys $\int_0^\infty P_E P_{E'}\,dr=\delta(E-E')$. The delta function has dimension 1/energy, so $P_E^2$ has dimension 1/(energy × length). For a free electron the available quantities are $\hbar$, $m$ and the wavenumber $k$, and the one combination of them with dimension energy × length is $\hbar^2k/m=\hbar v$. The squared amplitude far from the atom must therefore be a pure number divided by $\hbar v$. In a slowly varying potential this suggests a squared amplitude inversely proportional to a local wavenumber $\zeta(r)$, which is also the rate at which the phase advances:
$$P\propto \zeta^{-1/2}\sin\phi,\qquad \phi'=\zeta .$$
Dimensions fix neither the pure number, which could depend on the dimensionless Coulomb strength, nor the meaning of $\zeta$.

## Conventions and the pure number

Hartree atomic units are used and primes denote $d/dr$. The radial equation is
$$P''+wP=0,\qquad w=2(E-V)-\frac{l(l+1)}{r^2},\qquad k=\sqrt{2E}.$$
The potential $V$ is local, and at large $r$ it is $V=-z/r+U$ with $U=O(r^{-4})$. The regular solution has its sign fixed by $P\sim +r^{l+1}$ at the origin. Define
$$\theta(r)=kr+\frac zk\ln 2kr-\frac{l\pi}{2}+\sigma_l,$$
with a constant $\sigma_l$ fixed below. Since $\theta'^2=k^2+2z/r+O(r^{-2})$ and $\theta''=O(r^{-2})$, the functions $\sin\theta$ and $\cos\theta$ solve the radial equation up to an integrable residual $O(r^{-2})$. Hence $P\to A\sin\psi$ with $\psi=\theta+\delta_l$ and constants $A$, $\delta_l$.

For two energies, $(P_1P_2'-P_2P_1')'=P_1P_2''-P_2P_1''=(w_1-w_2)P_1P_2=2(E_1-E_2)P_1P_2$. The bracket vanishes at the origin. At large $R$ it is $A_1A_2[k_2\sin\psi_1\cos\psi_2-k_1\cos\psi_1\sin\psi_2]$. Writing the products as half sums of $\sin(\psi_1\pm\psi_2)$ and dividing by $2(E_1-E_2)=(k_1-k_2)(k_1+k_2)$ gives
$$\int_0^R P_1P_2\,dr=A_1A_2\left[\frac{\sin(\psi_1-\psi_2)}{2(k_1-k_2)}-\frac{\sin(\psi_1+\psi_2)}{2(k_1+k_2)}\right].$$
Integrate this over $k_1$ against a smooth function and let $R\to\infty$. The second term oscillates ever faster in $k_1$ and contributes nothing. In the first, $\chi=\psi_1-\psi_2=(k_1-k_2)[R+O(\ln R)]$ and $d\chi/dk_1=R+O(\ln R)$, so $dk_1/(k_1-k_2)=(d\chi/\chi)[1+O(\ln R/R)]$: the logarithmic phase drops out, and $\int\sin\chi\,d\chi/\chi=\pi$. The $O(1/R)$ corrections to the bracket vanish at $k_1=k_2$ and have bounded slope in $k_1$, so after division by $k_1-k_2$ they integrate to $O(\ln R/R)$. With $\delta(k_1-k_2)=k\,\delta(E_1-E_2)$ the overlap is $\tfrac12\pi kA^2\,\delta(E_1-E_2)$, and
$$A=\sqrt{\frac{2}{\pi k}} .$$
The pure number is $2/\pi$, independent of $z$. In a Coulomb field the envelope of $P$ differs from $A$ by a relative $O(z/k^2r)$, because the local wavenumber is $k+z/kr+\dots$, so reading $A$ accurately off a finite grid needs $\zeta(r)$ and not just its limit $k$.

## A free p wave by hand

Put $P=Cy\sin\phi$ with constant $C$. Differentiating twice,
$$P''=C\left[(y''-y\phi'^2)\sin\phi+(2y'\phi'+y\phi'')\cos\phi\right].$$
The choice $\phi'=\zeta=y^{-2}$ gives $\phi''=-2y'y^{-3}$, and the cosine term becomes $2y'y^{-2}-2y'y^{-2}=0$. What remains of $P''+wP=0$ is Milne's equation,
$$y''+wy=y^{-3}.$$
The same algebra shows that $y\cos\phi$ solves the radial equation too.

Take $V=0$, $l=1$, $k=1$, so that $w=1-2r^{-2}$, and try $y^2=1+r^{-2}$. Differentiating, $yy'=-r^{-3}$ and $y'^2+yy''=3r^{-4}$. Multiplying the second relation by $y^2$ and subtracting $(yy')^2$,
$$y^3y''=3r^{-4}(1+r^{-2})-r^{-6}=3r^{-4}+2r^{-6}.$$
Also $wy^4=(1-2r^{-2})(1+2r^{-2}+r^{-4})=1-3r^{-4}-2r^{-6}$. The sum is 1, so Milne's equation holds. Then $\zeta=r^2/(1+r^2)$ and $\phi=r-\arctan r$. Because $\cos\arctan r=(1+r^2)^{-1/2}$ and $\sin\arctan r=r(1+r^2)^{-1/2}$,
$$y\sin\phi=\frac{\sin r-r\cos r}{r},$$
which is the regular p wave. At infinity $\zeta\to1=k$ and $\phi\to r-\pi/2$, the $-l\pi/2$ of $\theta$. The function $\zeta$ does not oscillate, and it stays positive inside the turning point $r=\sqrt2$, where $\sqrt w$ is imaginary.

When $\zeta$ is not known it can be approximated from $w$. Set $s=\zeta^2$, $y=s^{-1/4}$. Then $y'=-\tfrac14s^{-5/4}s'$ and $y''=\tfrac5{16}s^{-9/4}s'^2-\tfrac14s^{-5/4}s''$. Dividing Milne's equation by $y$ and using $y^{-4}=s$,
$$s=w+\frac5{16}\left(\frac{s'}{s}\right)^2-\frac{s''}{4s}.$$
Strömgren's iteration starts from the WKB value $s_0=w$ and inserts $s_n$ on the right to obtain $s_{n+1}$. For the p wave the exact result is $s=(1+r^{-2})^{-2}=1-2r^{-2}+3r^{-4}-\dots$. The start $s_0=1-2r^{-2}$ has two terms right. With $w''=-12r^{-4}$ and $w'^2=O(r^{-6})$, one pass gives $s_1=1-2r^{-2}+3r^{-4}+O(r^{-6})$ and gains the third. At the turning point $w=0$ makes $s_1$ infinite although $s$ is finite, so the iteration belongs outside all turning points.

## Which solution of Milne's equation

Let $u,v$ solve the radial equation with Wronskian $W=u'v-uv'$, and let $y^2=au^2+2buv+cv^2$. Then $yy'=auu'+b(u'v+uv')+cvv'$, and, using $u''=-wu$ and $v''=-wv$, $y'^2+yy''=au'^2+2bu'v'+cv'^2-wy^2$. As before,
$$y^3y''+wy^4=y^2(au'^2+2bu'v'+cv'^2)-(yy')^2 .$$
On expanding, the $a^2$, $c^2$, $ab$ and $bc$ terms cancel. The $ac$ term is $u^2v'^2+v^2u'^2-2uu'vv'=W^2$, and the $b^2$ term is $4uvu'v'-(u'v+uv')^2=-W^2$. So $y$ solves Milne's equation when $(ac-b^2)W^2=1$. Every solution has this form, since $y^2=(y\sin\phi)^2+(y\cos\phi)^2$ and both functions are linear combinations of $u$ and $v$.

Choose $u\to\sin\theta$ and $v\to\cos\theta$, so $W=k$. At infinity $y^2\to\tfrac12(a+c)+\tfrac12(c-a)\cos2\theta+b\sin2\theta$. This has a limit only for $b=0$ and $a=c$, and then $a=1/k$. There is thus one non-oscillating solution, $\zeta=k/(u^2+v^2)\to k$. With it the amplitude of $P=C\zeta^{-1/2}\sin\phi$ at infinity is $C/\sqrt k$, and the energy-normalised orbital is
$$P_E=\sqrt{\frac2\pi}\,\zeta^{-1/2}\sin\phi=\sqrt{\frac2\pi}\,\frac{P}{C}.$$

For $V=-z/r$ the pair is the Coulomb functions $F,G$ of $\rho=kr$ and $\eta=-z/k$. The regular one is a positive multiple of $\rho^{l+1}e^{i\rho}M(l+1+i\eta,\,2l+2,\,-2i\rho)$. In the large-argument form of the confluent hypergeometric function, $M(a,b,x)\sim\Gamma(b)[(-x)^{-a}/\Gamma(b-a)+e^xx^{a-b}/\Gamma(a)]$, the first term contributes $e^{i\rho}\rho^{l+1}(2i\rho)^{-l-1-i\eta}/\Gamma(l+1-i\eta)$. Its phase is $\rho-\eta\ln2\rho-(l+1)\pi/2+\arg\Gamma(l+1+i\eta)$. The second term contributes the complex conjugate, so the sum is a positive multiple of $\cos(\theta-\pi/2)=\sin\theta$ with
$$\sigma_l=\operatorname{Im}\ln\Gamma(l+1-iz/k).$$
Thus $\zeta_C=k/(F^2+G^2)$, and $\phi_C=\arg(G+iF)$ has derivative $(F'G-FG')/(F^2+G^2)=\zeta_C$. With $\phi_C(0)=0$, the limit of $\phi_C-\theta$ is a multiple of $2\pi$. It is continuous in real $l\ge0$ and $\eta$ if the continuous branch of $\ln\Gamma$ is used, and it is zero for $l=\eta=0$, where $\phi_C=kr$. On that branch it is therefore zero throughout.

## A Coulomb s wave by hand, and the limit of the iteration

Take $z=1$, $l=0$, $k=1$, $r=2$ bohr. Then $w=1+2/r=2$, $w'=-2/r^2=-\tfrac12$, $w''=4/r^3=\tfrac12$, and
$$s_1=2+\frac5{16}\cdot\frac1{16}-\frac1{16}=\frac{501}{256}=1.9570 .$$
The exact value from $F$ and $G$ is $\zeta=1.4005153$ bohr$^{-1}$, so $s=1.9614$ bohr$^{-2}$. The errors relative to $s$ are $2.0\times10^{-2}$ for $s_0$ and $2.2\times10^{-3}$ for $s_1$. Further passes give $5.5\times10^{-4}$, $2.5\times10^{-4}$ and $2.0\times10^{-4}$ at $n=2,3,4$. From there the error grows: $2.7\times10^{-4}$ at $n=5$, $2.5\times10^{-2}$ at $n=9$, $0.9$ at $n=11$, and several hundred for $n=12$ to $14$, where the iterates no longer approximate $s$ at all.

The mechanism appears at large $r$. Let $e_n=s-s_n$ and subtract the iteration from the exact equation. To first order in $e_n$ the difference contains $-e_n''/4s$ and terms such as $s''e_n$ and $s'e_n'$. For $z\ne0$, $s=k^2+O(1/r)$, $s'=O(r^{-2})$, $s''=O(r^{-3})$, and each derivative of a power costs $1/r$, so those terms are smaller by $1/r$ and $e_{n+1}\simeq-e_n''/4k^2$. The start is $e_0=s-w\simeq-(2z/r)''/4k^2=-z/k^2r^3$. Two derivatives of $r^{-(2n+3)}$ bring down $(2n+3)(2n+4)$, and by induction
$$s-s_n\simeq 2z\left(-\frac1{4k^2}\right)^{n+1}\frac{(2n+2)!}{r^{2n+3}}\qquad(n\text{ fixed},\ r\to\infty).$$
For $k=1.5$, $z=2$, $l=1$, $r=2000$ bohr the ratio of the true error to this law is $0.998$, $0.995$, $0.991$ for $n=0,1,2$. Successive errors alternate in sign with ratio $(2n+3)(2n+4)/(2kr)^2$, which passes 1 near $n\approx kr$. This marks the iteration as asymptotic, a reading that extrapolates a fixed-$n$ law to growing $n$; the growth itself is tested at $r=2$. The law is not quantitative there, since $2z/r$ equals $k^2$. It requires $kr\gg1$ and $k^2r\gg z$, the latter by a margin that grows with $n$: the $r^{-4}$ terms of $s_1$ correct the law at $n=0$ by the relative amount $-13z/4k^2r$, and the coefficient of $z/k^2r$ is about $-9$ at $n=1$ and $-16$ at $n=2$. For $l>0$ there is one condition more. The centrifugal part of $w$ adds $+3l(l+1)/2k^2r^4$ to $e_0$, and each pass multiplies a term in $r^{-(2n+4)}$ by $(2n+4)(2n+5)$ where the leading term gets $(2n+3)(2n+4)$, so its size relative to the law is $-(2n+3)\,l(l+1)/2zr$. The law therefore needs $zr\gg(2n+3)\,l(l+1)/2$; being well outside the centrifugal turning point is not enough. These are conditions for the law, not for the iteration, which outside the turning points needs $w$ to vary slowly over a local wavelength: $|w'|\ll w^{3/2}$ and also $|w''|\ll w^2$, since the first holds trivially wherever $w'=0$. For an attractive Coulomb tail at threshold, $w\simeq2z/r$, these become $\sqrt{2zr}\gg1$ and $zr\gg1$, so the radius at which the iteration is usable need not grow without limit as $k\to0$.

Where the iteration is too poor, it supplies starting values further out, $y=s_n^{-1/4}$ and $y'=-ys_n'/4s_n$, and Milne's equation is integrated inward together with $\phi'=y^{-2}$. Starting from $s_4$ at 60 bohr, this gives $\zeta=1.4005153017$ bohr$^{-1}$ and $\phi=3.91486052$ rad at 2 bohr, both tested against $F$ and $G$ to $10^{-8}$ (relative for $\zeta$, in radians modulo $2\pi$ for $\phi$). A starting error selects a neighbouring member $(a,b,c)$ of the family, which oscillates about the wanted solution.

## The method in general

Integrate the radial equation outward to a radius $r_1$ beyond which $w$ is known in closed form, here $w=k^2+2z/r-l(l+1)/r^2-2U$.

The iteration needs no numerical differentiation. Expand $w$ in Taylor coefficients about the point of interest. Products are convolutions of coefficients, a quotient $q=a/b$ follows from $q_i=(a_i-\sum_{j<i}q_jb_{i-j})/b_0$, and a derivative maps $a_{i+1}$ to $(i+1)a_{i+1}$. Each pass loses two orders through $s''$, so $s_n$ and $s_n'$ need $2n+2$ coefficients.

If $P'$ is available, $P'=Cy'\sin\phi+Cy^{-1}\cos\phi$ and $y'/y=-s'/4s$ give
$$C\sin\phi=\zeta^{1/2}P,\qquad C\cos\phi=\zeta^{-1/2}\left(P'+\frac{s'}{4s}P\right).$$
The sum of squares, $C^2$, is the Ermakov–Lewis invariant and does not depend on $r$. A drift reveals an error in $\zeta$ or $P$, but constancy does not show that $\zeta$ is the non-oscillating solution: every solution of Milne's equation gives a constant, in general a different one. Without $P'$, use two radii. Let $a_i=\zeta_i^{1/2}P(r_i)$ and $\Delta=\int_{r_1}^{r_2}\zeta\,dr$. From $a_2=C\sin(\phi_1+\Delta)=a_1\cos\Delta+C\cos\phi_1\sin\Delta$,
$$C\sin\phi_1=a_1,\qquad C\cos\phi_1=\frac{a_2-a_1\cos\Delta}{\sin\Delta}.$$
Errors in $a_i$ are amplified by $1/|\sin\Delta|$, so $r_2$ is chosen to make $\Delta\approx\pi/2$.

The multiple of $\pi$ comes from the nodes. Imagine $y$ continued inward through the full potential. Then $\tan\phi$ is the ratio of the regular solution to the independent solution $Cy\cos\phi$. This ratio vanishes at the origin, so $\phi(0)=0$ may be set, with $C>0$ because $P>0$ there. Since $\phi'>0$ and $P$ vanishes where $\phi$ is a multiple of $\pi$, $N$ nodes in $(0,r_1)$ mean $\phi_1=N\pi+(\phi_1\bmod\pi)$.

The phase shift is $\delta_l=\lim(\phi-\theta)$. Adding the integral of $\phi'-\theta'$ to the value at $r_1$,
$$\delta_l=\phi_1+\int_{r_1}^\infty\left(\zeta-k-\frac z{kr}\right)dr-\theta(r_1).$$
No Coulomb function is evaluated, just $\sigma_l$. Expanding $\sqrt w$, and noting that $e_0$ enters at $r^{-3}$, the integrand is $-[l(l+1)/2k+z^2/2k^3]\,r^{-2}+O(r^{-3})$. In $t=1/r$, with $dr=-dt/t^2$, it becomes finite at $t=0$. For rational $w$ each $s_n$ is rational in $t$, so the integrand is analytic on $[0,1/r_1]$ provided no iterate vanishes there, and Gauss–Legendre quadrature in $t$ suits it. Because $\phi_C-\theta\to0$, $\delta_l=\lim(\phi-\phi_C)$, and $\delta_l/\pi$ counts, to within one, the nodes gained over the Coulomb wave of the same $E$, $l$ and $z$.

## Grid and integrator

A variable $x=r+\ln r$ is logarithmic near the nucleus and linear outside. Let $J=dr/dx=r/(1+r)$, let dots denote $d/dx$, and put $P=J^{1/2}u$. Then $P'=J^{-1/2}\dot u+\tfrac12J^{-3/2}\dot Ju$. In the second derivative the two $\dot u$ terms cancel, leaving $P''=J^{-3/2}[\ddot u+(\ddot J/2J-3\dot J^2/4J^2)u]$. Here $\dot J/J=(1+r)^{-2}$ and $\ddot J/J=(\dot J/J)\dot{}+(\dot J/J)^2=(1-2r)/(1+r)^4$. Since $\tfrac12(1-2r)-\tfrac34=-\tfrac14(1+4r)$,
$$\ddot u+Qu=0,\qquad Q=J^2w-\frac{1+4r}{4(1+r)^4}.$$
Taylor expansion gives $u_{i+1}-2u_i+u_{i-1}=h^2\ddot u_i+\tfrac1{12}h^4u^{(4)}_i+O(h^6)$. Replacing $h^2u^{(4)}$ by the second difference of $\ddot u=-Qu$ yields Numerov's recurrence, with $T_i=h^2Q_i/12$:
$$(1+T_{i+1})u_{i+1}=(2-10T_i)u_i-(1+T_{i-1})u_{i-1}.$$
For constant $Q=\kappa^2$ and $\tau=\kappa h$, the phase advance per step $\tilde\tau$ obeys $\cos\tilde\tau=(1-5\tau^2/12)/(1+\tau^2/12)=1-\tau^2/2+\tau^4/24-\tau^6/288+\dots$. This lies below $\cos\tau$, whose sixth-order term is $-\tau^6/720$, by $\tau^6/480$. Hence $\tilde\tau-\tau\simeq\tau^5/480$, and over a length $L$ the numerical phase runs ahead by $\kappa^5h^4L/480$. With $h=0.01$ and $r_{\min}=10^{-6}$ bohr, hydrogen at $E=0.1$, $0.8$, $2.0$ hartree and $l=0,2$ returns $|\delta|\le1.5\times10^{-8}$ rad, which confirms $\sigma_l$ and the node count (but not the choice of branch, since $|\sigma_l|<\pi$ in these channels), and $P_E$ at 3 bohr matches $\sqrt{2/\pi k}\,F$ to $3\times10^{-10}$ a.u.

## An electron in the field of As⁺

The density $n(r)$ of As⁺ comes from spin-restricted, spherically averaged, nonrelativistic Hartree–Fock in the def2-TZVP basis, with occupation $2/3$ in each 4p orbital (energy $-2233.579$ hartree, 32 electrons). The continuum electron moves in $V=-33/r+V_H-(3n/\pi)^{1/3}$: nucleus, Hartree potential and the local exchange potential obtained by differentiating Dirac's exchange energy with respect to the density. At $r_1=30.003186$ bohr, $r_1V=-1.000000000$, so in this model $z=1$ and $U=0$ outside (with the more diffuse aug-cc-pVQZ basis $r_1V=-1.00000006$). The spherical average and the frozen density leave out the quadrupole and polarisation tails of the real open-shell ion. The $\varepsilon s$ and $\varepsilon d$ channels are those reached from 4p by a dipole transition. The digits below trace the arithmetic; as statements about the real ion the phases carry the unquantified error of a static, local-exchange, nonrelativistic model. They are also not converged in the basis: with def2-QZVP or cc-pV5Z (energy $-2233.624$ hartree) both $\delta_0$ and $\delta_2$ rise by about $0.025$ rad ($0.008\pi$) at $E=0.1$, $0.010$ rad ($0.003\pi$) at $E=0.8$ and $0.006$ rad ($0.002\pi$) at $E=2.0$ hartree, so the third decimal of $\delta/\pi$ in the table belongs to def2-TZVP.

Take $l=2$, $E=0.8$ hartree ($21.77$ eV), $k=1.264911$ bohr$^{-1}$, $z/k=0.790569$, $n=4$, $r_2=31.223324$ bohr. The iteration gives $\zeta_1=1.288402$ and $\zeta_2=1.287589$ bohr$^{-1}$, and $\Delta=1.571527$ rad. The raw orbital, started as $r^3$, has $P_1=-3.497051\times10^{-3}$ and $P_2=-1.512118\times10^{-3}$. Then
$$a_1=1.135078\,P_1=-3.96943\times10^{-3},\qquad a_2=1.134720\,P_2=-1.71583\times10^{-3}.$$
With $\cos\Delta=-7.305\times10^{-4}$ and $\sin\Delta=1.000000$, $a_1\cos\Delta=+0.00290\times10^{-3}$ and $C\cos\phi_1=-1.71873\times10^{-3}$. So
$$C=\sqrt{3.96943^2+1.71873^2}\times10^{-3}=4.32555\times10^{-3}.$$
The scale factor is $\sqrt{2/\pi}/C=184.459$ and $P_E(r_1)=-0.64506$ a.u., on an orbital whose amplitude at infinity is $0.70943$ a.u.

From $\tan\phi_1=3.96943/1.71873=2.3095$, $\phi_1\bmod\pi=1.16218$. There are 13 nodes, odd as the sign of $a_1$ requires, so $\phi_1=40.84070+1.16218=42.00288$ rad. With $\sigma_2=-0.74188$ rad and $\ln 2kr_1=4.32945$,
$$\theta(r_1)=37.95136+3.42273-3.14159-0.74188=37.49062 .$$
The tail integral is $-0.08652$ rad; its leading term is $-(2.3717+0.2471)/30.003=-0.0873$. Therefore
$$\delta_2=42.00288-0.08652-37.49062=4.42574\ \text{rad}=1.409\,\pi .$$

| $E$ / hartree | $E$ / eV | $\delta_0/\pi$ | $\delta_2/\pi$ |
|---|---|---|---|
| 0.1 | 2.72 | 3.053 | 1.535 |
| 0.8 | 21.77 | 2.858 | 1.409 |
| 2.0 | 54.42 | 2.685 | 1.313 |

The s wave gains about three nodes over the hydrogenic wave and the d wave one or two. Matching the same two grid values directly to $F$ and $G$ reproduces $\delta$ modulo $2\pi$ to $4\times10^{-11}$ rad or better and $C$ to about $2\times10^{-11}$ relative. Both routes share the Numerov values, so this measures the extraction alone; the hydrogen figure indicates the integrator's error. In the channel $l=2$, $E=0.1$ hartree, the phase error against that match is $1.5\times10^{-3}$, $-4.2\times10^{-6}$, $3.0\times10^{-8}$, $-1.7\times10^{-10}$ rad for $n=0$ to $3$. The signs agree with those the leading law gives for $\int(\zeta_n-\zeta)\,dr\simeq-\int e_n\,dr/2k$, positive for $n=0$ because $e_0<0$, then alternating. The law is not quantitative at $r_1$, where $k^2r_1/z$ is only 6 and the centrifugal correction $(2n+3)\,l(l+1)/2zr_1$ rises from $0.3$ at $n=0$ to $0.9$ at $n=3$, so it does not guarantee these signs, least of all at $n=3$.

The normalisation can be checked against its definition. If the overlap is $\delta(E-E')$, then $\Psi=\int g(E)P_E\,dE$ has $\int\Psi^2dr=\int g^2dE$. For $\varepsilon d$ orbitals and a Gaussian $g=\exp[-(E-E_0)^2/2\sigma^2]$ with $E_0=0.8$ and $\sigma=0.06$ hartree, the right side is $\sigma\sqrt\pi=0.106347231$ hartree, and the radial integral gives the same nine digits. Orbitals normalised per unit $k$, which are $\sqrt k\,P_E$, would give a result larger by a factor of about $k=1.26$.

## A tail beyond the Coulomb term

If $U$ has not died out at $r_1$, matching to pure Coulomb functions loses phase. Apply the one-point formulas with $y=y_C$ to the true $P$ and call the resulting phase $\chi$, so that $\cot\chi=y^2(\Lambda-\mu)$ with $\Lambda=P'/P$ and $\mu=y'/y$. The equations give $\Lambda'=-w_C+2U-\Lambda^2$ and $\mu'=y^{-4}-w_C-\mu^2$, and $(y^2)'=2\mu y^2$. Since $2\mu(\Lambda-\mu)-\Lambda^2+\mu^2=-(\Lambda-\mu)^2$,
$$-\frac{\chi'}{\sin^2\chi}=y^2\left[2U-y^{-4}-(\Lambda-\mu)^2\right]=2Uy^2-\frac{y^{-2}}{\sin^2\chi}.$$
The running shift $\delta(r)=\chi-\phi_C$ therefore obeys $\delta'=-2U\sin^2\chi/\zeta_C$. To first order in $U$, $\sin^2\chi/\zeta_C=\tfrac\pi2P_E^2$, and the phase missed at $r_1$ is
$$\delta_l-\delta(r_1)\simeq-\pi\int_{r_1}^\infty UP_E^2\,dr .$$
For $U\simeq-\alpha/2r^4$, replacing $\sin^2\chi$ by $\tfrac12$ and $\zeta_C$ by $k$ gives $\alpha/6kr_1^3$. One integration by parts puts the neglected $\cos2\chi$ part at up to about $1/2kr_1^4$ against $1/3r_1^3$, a relative size $3/2kr_1$. Including $U$ in $w$ for the iteration carries the missed phase automatically.

Add to the As⁺ potential a model tail $U=-\alpha/[2(r^2+r_c^2)^2]$ with round values $\alpha=10$ and $r_c=2$ a.u., which are not properties of As⁺. For $l=2$, $E=0.8$ hartree the shift becomes $4.6287$ rad. The phase missed by Coulomb matching at $r_1$ is $4.8665\times10^{-5}$ rad, the first-order integral gives $4.8644\times10^{-5}$ and the estimate gives $4.88\times10^{-5}$. In all six channels the integral falls short of the missed phase by about $4$ to $5\times10^{-4}$ in relative terms, the size of the part cut off by the grid ending at 400 bohr, $(30/400)^3=4.2\times10^{-4}$. At $E=0.1$ hartree the estimate, $1.38\times10^{-4}$, overshoots the $1.13\times10^{-4}$ and $1.16\times10^{-4}$ found for $l=0$ and $2$. Both of its approximations are weak there: $k/\sqrt{k^2+2/r_1}=0.87$ and $3/2kr_1=0.11$.

With $U$ included, $\delta_l$ from $r_1$ minus a direct match to $F,G$ at 390 bohr is $+6.1\times10^{-8}$ rad at $E=0.1$ and $-2.2\times10^{-7}$ rad at $E=2.0$ hartree, the same for both $l$. The derived errors of the distant match account for these figures. At $E=0.1$, $k=0.447$, it still misses $10/(6\times0.447\times390^3)=6.3\times10^{-8}$ rad. At $E=2.0$, $k=2$, the Numerov phase runs ahead over the extra 360 bohr by $2^5\times10^{-8}\times360/480=2.4\times10^{-7}$ rad, while $1.4\times10^{-8}$ rad of tail is missed, a net $-2.3\times10^{-7}$ rad. The numerical check printed below lists all channels.

## Table of computed values

```
Coulomb k=1.5 z=2 l=1 r=2000: (s-s_n)/leading law, n=0,1,2: 0.9978 0.9948 0.9914
Coulomb k=1 z=1 l=0 r=2 bohr: exact zeta = 1.4005153017 1/bohr
 rel. error of s_n, n=0..4: 2.0e-02 2.2e-03 5.5e-04 2.5e-04 2.0e-04
 rel. error of s_n, n=5..9: 2.7e-04 5.4e-04 1.5e-03 5.5e-03 2.5e-02
 rel. error of s_n, n=10..14: 1.6e-01 9.0e-01 6.3e+02 5.1e+02 5.1e+02
 best n = 4
 Milne inward 60->2 bohr: zeta = 1.4005153017 1/bohr, phi = 3.91486052 rad
hydrogen: max |delta| = 1.5e-08 rad, max |P - sqrt(2/pi k)F| at 3 bohr = 2.9e-10 a.u.
As+ HF/def2-TZVP: energy = -2233.57889 Eh, electrons = 32.00000000
grid step h = 0.01, r_min = 1e-06 bohr, r1 = 30.003186 bohr, r1*V(r1) = -1.000000000
As+ static+exchange: l, E/Eh, E/eV, nodes, delta/rad, delta/pi, d(delta), dC/C vs F,G
 0 0.1   2.721  9   9.590408  3.052722  4.1e-11  2.4e-12
 0 0.8  21.769 16   8.978417  2.857919  1.5e-12  5.1e-15
 0 2.0  54.423 22   8.436166  2.685315  2.8e-12 -2.2e-16
 2 0.1   2.721  6   4.821836  1.534838 -1.8e-11 -2.2e-11
 2 0.8  21.769 13   4.425736  1.408755 -1.6e-12 -1.0e-15
 2 2.0  54.423 20   4.125799  1.313283 -3.7e-12 -4.4e-16
l=2 E=0.1 Eh, n=0..3, delta error/rad: 1.5e-03 -4.2e-06 3.0e-08 -1.7e-10
l=2 E=0.1 Eh, n=0..3, dC/C: 5.6e-05 -3.0e-07 1.9e-09 1.2e-10
detail l=2, E=0.8 Eh: k = 1.26491106 1/bohr, eta = -0.79056942, r2 = 31.223324 bohr
 zeta1 = 1.288401762, zeta2 = 1.287589376 1/bohr, Delta = 1.57152686 rad
 raw P1 = -3.49705098e-03, raw P2 = -1.51211822e-03, C = 4.32554878e-03 (raw P -> r^3)
 nodes = 13, phi1 = 42.00288006 rad, tail integral = -0.08652222 rad
 sigma_2 = -0.74187992 rad, theta(r1) = 37.49062198 rad, delta = 4.42573587 rad
 scale sqrt(2/pi)/C = 1.84458574e+02, P(r1) = -0.64506104 a.u., sqrt(2/pi k) = 0.70943084 a.u.
packet l=2 E0=0.8 width=0.06 Eh: int psi^2 dr = 0.106347231, int g^2 dE = 0.106347231 Eh
model tail alpha = 10, rc = 2 (a.u.), reference F,G match at 390.0 bohr
 l, E/Eh, delta/rad, error vs ref, missed at r1, -pi int U P^2, alpha/6k r1^3 (rad)
 0 0.1   9.778761  6.1e-08 1.1322e-04 1.1316e-04 1.3798e-04
 0 0.8   9.129927 -2.1e-09 4.9375e-05 4.9355e-05 4.8785e-05
 0 2.0   8.561607 -2.2e-07 2.9864e-05 2.9851e-05 3.0854e-05
 2 0.1   5.115415  6.1e-08 1.1645e-04 1.1639e-04 1.3798e-04
 2 0.8   4.628656 -1.9e-09 4.8665e-05 4.8644e-05 4.8785e-05
 2 2.0   4.285599 -2.2e-07 3.0920e-05 3.0907e-05 3.0854e-05
```
